\section*{Lippmann Relation and Electrocapillary Maximum from Gibbs Adsorption, part 1}

(Sections cited here and not found follow in the second part.)

\section{Thermodynamics of a charged liquid interface}

A liquid metal M meets a solution of one salt in a solvent w along a flat interface of area $A$. The metal consists of ions of charge $z_M e$ and electrons. The salt gives $\nu_+$ cations of charge $z_+e$ and $\nu_-$ anions of charge $z_-e$, where $e>0$ and $z_-<0$. The temperature $T$ and the pressure $p$ are fixed throughout.

The electrode is \emph{ideally polarizable}: no charged species passes from one phase to the other. The metal can therefore carry a charge that is set from outside, and the solution carries the opposite charge. SI units are used, since electrode potentials are measured in volts and tensions in newtons per metre.

For each species $i$ of charge $q_i$, the electrochemical potential $\tilde\mu_i$ is the reversible work of adding one particle, electrical work included. For the neutral solvent it is the ordinary chemical potential $\mu_w$.

\subsection*{(a) How does the tension respond to the electrochemical potentials?}

\emph{Question.} Define the interfacial tension $\gamma$ as the reversible work per new area. Find $d\gamma$ at fixed $T$ and $p$ in terms of surface excesses.

\emph{Solution.} Consider a prism that runs from deep in the metal, across the interface, to deep in the solution. It is neutral as a whole. Its energy changes by
\begin{equation}
dU=T\,dS-p\,dV+\gamma\,dA+\sum_i\tilde\mu_i\,dN_i ,\qquad \sum_i q_i\,dN_i=0 .
\label{eq:dU}
\end{equation}
The second condition keeps the prism neutral. It also makes the choice of the zero of electric potential harmless: a uniform shift $\phi_0$ adds $q_i\phi_0$ to each $\tilde\mu_i$, and these additions sum to zero.

Now make the prism wider at an unchanged local state. The quantities $S$, $V$, $A$ and all $N_i$ grow by one common factor, and so does $U$. Thus $U$ is homogeneous of degree one, and Euler's theorem gives
\begin{equation}
U=TS-pV+\gamma A+\sum_i\tilde\mu_iN_i .
\label{eq:euler}
\end{equation}
Differentiate this and subtract \eqref{eq:dU}:
\begin{equation}
0=S\,dT-V\,dp+A\,d\gamma+\sum_iN_i\,d\tilde\mu_i .
\end{equation}
At fixed $T$ and $p$ this leaves $A\,d\gamma=-\sum_iN_i\,d\tilde\mu_i$, with $N_i$ the whole content of the prism.

Most of that content is bulk matter. Place a dividing plane near the interface and continue each uniform bulk phase up to it. Let $N_i^{\rm b}$ be the particle numbers of this imagined system. The same argument, applied to each neutral bulk phase without an interface, gives $\sum_iN_i^{\rm b}\,d\tilde\mu_i=0$. Subtracting it and defining the surface excess $\Gamma_i=(N_i-N_i^{\rm b})/A$, we obtain the Gibbs adsorption equation
\begin{equation}
\boxed{\;-d\gamma=\sum_i\Gamma_i\,d\tilde\mu_i\qquad(T,p\ \text{fixed}).\;}
\label{eq:gibbs}
\end{equation}
Moving the dividing plane changes the individual $\Gamma_i$. The sum does not change, because the added terms are again those of neutral bulk phases.

The widening step needs a surface that grows by bringing up fresh material. A liquid does this. A solid can also be stretched, which changes the state of its surface. For a solid, $\gamma$ here means the work of forming new surface at a given strain, which differs in general from the surface stress.

\subsection*{(b) What do the metal's terms amount to?}

\emph{Question.} Let $\sigma$ be the charge per area on the metal side. Express the metal's part of \eqref{eq:gibbs} through $\sigma$.

\emph{Solution.} Bulk metal is neutral, so the surface charge is carried by the excesses alone:
\begin{equation}
\sigma=e\,(z_M\Gamma_M-\Gamma_e).
\label{eq:sigmaM}
\end{equation}
One neutral metal atom is one ion plus $z_M$ electrons, hence $\mu_M=\tilde\mu_{\rm ion}+z_M\tilde\mu_e$. The chemical potential of a pure substance is fixed by $T$ and $p$, so $d\mu_M=0$ and $d\tilde\mu_{\rm ion}=-z_M\,d\tilde\mu_e$. Therefore
\begin{align}
\Gamma_M\,d\tilde\mu_{\rm ion}+\Gamma_e\,d\tilde\mu_e
&=(-z_M\Gamma_M+\Gamma_e)\,d\tilde\mu_e\nonumber\\
&=-\frac{\sigma}{e}\,d\tilde\mu_e .
\label{eq:metal}
\end{align}
The two separate excesses, which depend on the dividing plane, have merged into a charge, which does not.

\subsection*{(c) What do the solution's terms amount to?}

\emph{Question.} Write the solution's part of \eqref{eq:gibbs} with the salt's chemical potential $\mu_s$, the charge $\sigma$, and one remaining single-ion term.

\emph{Solution.} Three relations are available. The salt is neutral and its chemical potential is the sum over its ions:
\begin{equation}
\nu_+z_++\nu_-z_-=0,\qquad d\mu_s=\nu_+\,d\tilde\mu_++\nu_-\,d\tilde\mu_- .
\end{equation}
The interface as a whole is neutral, so the solution side carries $-\sigma$:
\begin{equation}
e\,(z_+\Gamma_++z_-\Gamma_-)=-\sigma .
\label{eq:neutral}
\end{equation}
Eliminate $d\tilde\mu_+=(d\mu_s-\nu_-\,d\tilde\mu_-)/\nu_+$ and use $\nu_-/\nu_+=-z_+/z_-$:
\begin{align}
\Gamma_+\,d\tilde\mu_++\Gamma_-\,d\tilde\mu_-
&=\frac{\Gamma_+}{\nu_+}\,d\mu_s+\Bigl(\Gamma_-+\frac{z_+}{z_-}\Gamma_+\Bigr)d\tilde\mu_-\nonumber\\
&=\frac{\Gamma_+}{\nu_+}\,d\mu_s-\frac{\sigma}{e\,z_-}\,d\tilde\mu_- .
\label{eq:ions}
\end{align}
The last step pulls out $1/z_-$ and inserts \eqref{eq:neutral}.

The solvent term remains. In the bulk solution, with $n_s$ salt units and $n_w$ solvent molecules per volume, $n_w\,d\mu_w+n_s\,d\mu_s=0$ at fixed $T$ and $p$. Hence $\Gamma_w\,d\mu_w=-(n_s/n_w)\Gamma_w\,d\mu_s$. Adding this to \eqref{eq:ions} replaces the coefficient of $d\mu_s$ by
\begin{equation}
\Gamma_s=\frac{\Gamma_+}{\nu_+}-\frac{n_s}{n_w}\Gamma_w .
\label{eq:Gs}
\end{equation}
This is the salt excess, counted by the cation and taken relative to the solvent. If the dividing plane moves so as to include an extra layer of bulk solution, $\Gamma_+/\nu_+$ and $(n_s/n_w)\Gamma_w$ grow equally, and $\Gamma_s$ stays put.

\subsection*{(d) What is the tension's dependence on the measured potential?}

\emph{Question.} The terms $d\tilde\mu_e$ and $d\tilde\mu_-$ cannot be measured singly. Introduce a reference electrode in the same solution that exchanges the anion reversibly, and express $d\gamma$ in measurable quantities.

\emph{Solution.} A voltmeter compares the electrons in two leads of the same metal. One lead is in electronic equilibrium with M, the other with the reference electrode. The electron has charge $-e$, so
\begin{equation}
E=-\frac{\tilde\mu_e-\tilde\mu_e^{\rm ref}}{e}.
\label{eq:E}
\end{equation}
At the reference electrode an anion gives up $|z_-|$ electrons and joins phases of fixed composition. Silver covered with silver chloride does this in a chloride solution: ${\rm Ag}+{\rm Cl}^-\rightleftharpoons{\rm AgCl}+{\rm e}^-$. Equilibrium requires $d\tilde\mu_-=|z_-|\,d\tilde\mu_e^{\rm ref}$, or
\begin{equation}
d\tilde\mu_e^{\rm ref}=-\frac{d\tilde\mu_-}{z_-}.
\label{eq:ref}
\end{equation}
From \eqref{eq:E}, $d\tilde\mu_e=-e\,dE-d\tilde\mu_-/z_-$. The metal's contribution \eqref{eq:metal} becomes
\begin{equation}
-\frac{\sigma}{e}\,d\tilde\mu_e=\sigma\,dE+\frac{\sigma}{e\,z_-}\,d\tilde\mu_- .
\end{equation}
Its second term cancels the last term of \eqref{eq:ions}. What remains is the electrocapillary equation
\begin{equation}
\boxed{\;d\gamma=-\sigma\,dE-\Gamma_s\,d\mu_s .\;}
\label{eq:ec}
\end{equation}
At fixed composition it reduces to the Lippmann relation
\begin{equation}
\boxed{\;\Bigl(\frac{\partial\gamma}{\partial E}\Bigr)_{T,p,\mu_s}=-\sigma .\;}
\label{eq:lip}
\end{equation}

\emph{Which reference is needed?} For \eqref{eq:lip}, any reference of constant potential will do. At fixed composition the solution's potentials can change only through its electric potential $\phi_S$, so $d\tilde\mu_-=z_-e\,d\phi_S$. A reference in an unchanging equilibrium with the solution has $d\tilde\mu_e^{\rm ref}=-e\,d\phi_S$, which is \eqref{eq:ref} again.

When the composition changes, the choice matters. Take a 1:1 salt and a cation-reversible reference, for which $d\tilde\mu_e^{\rm ref}=-d\tilde\mu_+$. Its reading $E_+$ differs from the anion-based reading by
\begin{equation}
dE_+-dE=\frac{-d\tilde\mu_+-d\tilde\mu_e^{\rm ref}|_{\rm anion}}{e}.
\end{equation}
For $z_-=-1$, \eqref{eq:ref} gives $d\tilde\mu_e^{\rm ref}|_{\rm anion}=d\tilde\mu_-$, so the numerator is $-d\mu_s$ and $dE=dE_++d\mu_s/e$. Insert this in \eqref{eq:ec}. The coefficient of $-d\mu_s$ becomes $\Gamma_s+\sigma/e$. Since \eqref{eq:neutral} reads $\Gamma_-=\Gamma_++\sigma/e$, the salt excess is now counted by the anion.

\emph{Where does the minus sign come from?} Let the interface have a constant capacitance $C$ per area, with $\sigma=CE$. Charging stores the field energy $CE^2/2$, but the source held at $E$ delivers the work $\sigma E=CE^2$. The balance is $-CE^2/2$ per area, so new area costs less when the interface is charged. This holds for either sign of charge.

\emph{When does the result fail?} Suppose the metal's ion also exists in the solution and crosses freely. Then $\tilde\mu_{\rm ion}$ is common to both phases and $z_M\tilde\mu_e=\mu_M-\tilde\mu_{\rm ion}$ is fixed by the solution. The potential $E$ is then set by composition, and the derivative \eqref{eq:lip} at fixed composition has no meaning.

\subsection*{(e) Where is the tension largest, and can there be two maxima?}

\emph{Question.} Locate the stationary point of $\gamma(E)$ at fixed composition and decide its nature.

\emph{Solution.} By \eqref{eq:lip} the slope vanishes where $\sigma=0$, at the \emph{potential of zero charge} $E_{\rm pzc}$. A second derivative gives
\begin{equation}
\frac{\partial^2\gamma}{\partial E^2}=-\frac{\partial\sigma}{\partial E}\equiv-C ,
\label{eq:C}
\end{equation}
so the sign of the differential capacitance $C$ decides. It follows from charge fluctuations. Let the prism exchange particles with reservoirs. By \eqref{eq:euler} its grand potential is
\begin{equation}
-kT\ln\Xi=U-TS-\sum_i\tilde\mu_iN_i=-pV+\gamma A ,
\end{equation}
where $\Xi$ sums $\exp[-(H-\sum_i\tilde\mu_iN_i)/kT]$ over all states and $H$ is the energy. Fix the solution's potentials. Raising the electrode by $E$ then adds $-eE$ to $\tilde\mu_e$ and $z_MeE$ to $\tilde\mu_{\rm ion}$. The exponent gains $QE/kT$, where $Q=e(z_MN_M-N_e)$ is the charge on the metal. No charge crosses the interface, so $Q$ is conserved by $H$ and each state has a definite $Q$. Hence
\begin{equation}
\frac{\partial\ln\Xi}{\partial E}=\frac{\langle Q\rangle}{kT},\qquad
\frac{\partial^2\ln\Xi}{\partial E^2}=\frac{\langle Q^2\rangle-\langle Q\rangle^2}{(kT)^2}.
\end{equation}
The term $pV$ does not depend on $E$. The first formula repeats \eqref{eq:lip}, with $\sigma=\langle Q\rangle/A$. The second gives
\begin{equation}
\boxed{\;C=\frac{\langle Q^2\rangle-\langle Q\rangle^2}{kT\,A}>0 .\;}
\label{eq:fluc}
\end{equation}
A variance is positive when the charge fluctuates at all. So $\gamma(E)$ is concave, $\sigma$ rises with $E$, and it changes sign at most once. If it does so within the range where the electrode stays polarizable, that point is the single \emph{electrocapillary maximum}. For a macroscopic area the rise need not be continuous: at a first-order transition of the surface layer $\sigma$ jumps upward. If the jump spans zero, the maximum is a cusp between two oppositely charged surface states.

Zero charge does not mean zero potential difference. Let $x$ run from metal to solution and let $\rho$ be the full charge density, molecular dipoles included. Integrating Poisson's equation $\phi''=-\rho/\varepsilon_0$ twice across the neutral interface gives
\begin{equation}
\phi_M-\phi_S=-\frac{1}{\varepsilon_0}\int x\,\rho(x)\,dx .
\end{equation}
With $\sigma=0$ each side is neutral, yet each may keep a dipole moment, from oriented solvent, adsorbed ions or electrons reaching beyond the metal's ions. A smooth maximum therefore marks zero charge, whatever the potential difference there.

\section{Two models and a mercury electrode}

\emph{Taken from the first half.} The tension is $\gamma$, the metal's charge per area $\sigma$, the potential against an anion-reversible reference $E$, the salt's chemical potential $\mu_s$ and its surface excess $\Gamma_s$. Ion excesses are $\Gamma_\pm$, electrochemical potentials $\tilde\mu_i$, and $e>0$. At fixed $T$ and $p$, $d\gamma=-\sigma\,dE-\Gamma_s\,d\mu_s$. The capacitance $C=\partial\sigma/\partial E$ equals the charge variance divided by $kTA$, and a smooth maximum of $\gamma(E)$ lies at $\sigma=0$.

Thermodynamics has given the electrocapillary equation and the Lippmann relation, and charge fluctuations have shown that $\gamma(E)$ is concave, with any smooth maximum at zero charge. It remains to test these results in a lattice model with ion correlations and a mean-field model with finite-sized ions, and to estimate charge and tension for mercury in a fluoride solution.
